# Translation vector and atom count of an (n,m) carbon nanotube: a numerical check

```python
# Result under test: an ideal (n,m) nanotube, rolled along C = n a1 + m a2 with
# |a1| = |a2| = a and a1.a2 = a^2/2, has the shortest axial translation
#   T = [(2m+n) a1 - (2n+m) a2] / d_R,   d_R = gcd(2n+m, 2m+n),
# of length sqrt(3)|C|/d_R, and 4(n^2+nm+m^2)/d_R atoms per translational cell.
# All lengths are in units of the lattice constant a.
# The independent road builds the tube in 3D and measures its period and content.
from math import gcd, sqrt, pi
import numpy as np
from scipy.spatial import cKDTree

A1 = np.array([sqrt(3) / 2, 0.5])
A2 = np.array([sqrt(3) / 2, -0.5])
BOND = (A1 + A2) / 3          # vector from an A atom to its B partner


def shortest_perpendicular(n, m):
    """Exhaustive search for the shortest lattice vector normal to C."""
    chiral = n * A1 + m * A2
    span = 3 * max(n, m)
    i, j = np.meshgrid(np.arange(-span, span + 1),
                       np.arange(-span, span + 1), indexing="ij")
    i, j = i.ravel(), j.ravel()
    vec = np.outer(i, A1) + np.outer(j, A2)
    good = (np.abs(vec @ chiral) < 1e-9) & (i > 0)   # i > 0 fixes the sign
    i, j, vec = i[good], j[good], vec[good]
    best = np.argmin(np.linalg.norm(vec, axis=1))
    return int(i[best]), int(j[best])


def build_tube(n, m):
    """Atoms of a long finite piece of tube: 3D positions, sublattice labels."""
    chiral = n * A1 + m * A2
    circ = np.linalg.norm(chiral)
    axis = np.array([-chiral[1], chiral[0]]) / circ
    length = 2.2 * sqrt(3) * circ
    span = int(np.hypot(circ, length) / (sqrt(3) / 2)) + 3
    i, j = np.meshgrid(np.arange(-span, span + 1),
                       np.arange(-span, span + 1), indexing="ij")
    cells = np.outer(i.ravel(), A1) + np.outer(j.ravel(), A2)
    flat = np.vstack([cells, cells + BOND])
    label = np.repeat([0, 1], len(cells))
    turn = flat @ chiral / circ**2
    height = flat @ axis
    # a generic offset keeps atoms off the seam of the cylinder
    seam = turn + 1e-3 * sqrt(2)
    keep = (seam >= 0) & (seam < 1) & (height > -1e-6) & (height < length)
    turn, height, label = turn[keep], height[keep], label[keep]
    radius = circ / (2 * pi)
    xyz = np.column_stack([radius * np.cos(2 * pi * turn),
                           radius * np.sin(2 * pi * turn), height])
    return xyz, label, length


def measure_tube(n, m):
    """Smallest axial shift mapping the tube to itself, and atoms per period."""
    xyz, label, length = build_tube(n, m)
    tree = cKDTree(xyz)
    ref = xyz[np.argmin(xyz[:, 2])]
    same_line = np.linalg.norm(xyz[:, :2] - ref[:2], axis=1) < 1e-7
    shifts = np.sort(xyz[same_line, 2] - ref[2])
    rejected = []
    for shift in shifts[shifts > 1e-6]:
        inside = xyz[xyz[:, 2] + shift < length - 0.01]
        distance, _ = tree.query(inside + np.array([0, 0, shift]))
        if distance.max() < 1e-6:
            start = 0.1234567
            in_slice = (xyz[:, 2] >= start) & (xyz[:, 2] < start + shift)
            count_a = int(np.sum(in_slice & (label == 0)))
            count_b = int(np.sum(in_slice & (label == 1)))
            return shift, count_a, count_b, rejected
        rejected.append(shift)
    raise AssertionError("no axial period found")


examples = [(10, 10), (6, 5), (9, 0)]
measured = {}
tested = 0
largest_error = 0.0
for n in range(1, 11):
    for m in range(0, 11):
        form = n * n + n * m + m * m
        d = gcd(n, m)
        d_r = gcd(2 * n + m, 2 * m + n)
        # divisor rule
        assert d_r == (3 * d if (n - m) % (3 * d) == 0 else d)
        # components of T against exhaustive search
        assert shortest_perpendicular(n, m) == ((2 * m + n) // d_r,
                                                -(2 * n + m) // d_r)
        # period and atom count against the tube built in 3D
        period, count_a, count_b, rejected = measure_tube(n, m)
        error = abs(period - sqrt(3 * form) / d_r)
        assert error < 1e-8
        assert count_a == count_b
        assert (count_a + count_b) * d_r == 4 * form
        largest_error = max(largest_error, error)
        tested += 1
        if (n, m) in examples:
            measured[(n, m)] = (period, count_a, count_b, rejected)

assert measured[(10, 10)][1] + measured[(10, 10)][2] == 40
assert measured[(6, 5)][1] + measured[(6, 5)][2] == 364
# in the zigzag tube an A-to-B shift hits an atom but is no symmetry
assert len(measured[(9, 0)][3]) > 0

print("Lengths in units of the lattice constant a; counts are pure numbers")
for n, m in examples:
    form = n * n + n * m + m * m
    d = gcd(n, m)
    d_r = gcd(2 * n + m, 2 * m + n)
    period, count_a, count_b, rejected = measured[(n, m)]
    print(f"Tube ({n},{m})")
    print(f"  n^2+nm+m^2 = {form}")
    print(f"  2n+m = {2*n+m}, 2m+n = {2*m+n}")
    print(f"  gcd(n,m) = {d}, d_R = {d_r}")
    print(f"  T components (t1,t2) = ({(2*m+n)//d_r},{-(2*n+m)//d_r})")
    print(f"  |C| = {sqrt(form):.4f} a")
    print(f"  |T| from formula = {sqrt(3*form)/d_r:.4f} a")
    print(f"  period measured on 3D tube = {period:.4f} a")
    print(f"  hexagons per cell from formula = {2*form//d_r}")
    print(f"  atoms per cell from formula = {4*form//d_r}")
    print(f"  atoms counted on 3D tube: A {count_a}, B {count_b}, "
          f"total {count_a+count_b}")
    print(f"  count if gcd(n,m) replaced d_R = {4*form//d}")
print(f"Smallest rejected trial shift in (9,0) = "
      f"{measured[(9, 0)][3][0]:.4f} a")
print(f"Tubes tested (n = 1..10, m = 0..10) = {tested}")
print(f"Largest period error over all tubes = {largest_error:.1e} a")
print("success")
```

Printed output:

```
Lengths in units of the lattice constant a; counts are pure numbers
Tube (10,10)
  n^2+nm+m^2 = 300
  2n+m = 30, 2m+n = 30
  gcd(n,m) = 10, d_R = 30
  T components (t1,t2) = (1,-1)
  |C| = 17.3205 a
  |T| from formula = 1.0000 a
  period measured on 3D tube = 1.0000 a
  hexagons per cell from formula = 20
  atoms per cell from formula = 40
  atoms counted on 3D tube: A 20, B 20, total 40
  count if gcd(n,m) replaced d_R = 120
Tube (6,5)
  n^2+nm+m^2 = 91
  2n+m = 17, 2m+n = 16
  gcd(n,m) = 1, d_R = 1
  T components (t1,t2) = (16,-17)
  |C| = 9.5394 a
  |T| from formula = 16.5227 a
  period measured on 3D tube = 16.5227 a
  hexagons per cell from formula = 182
  atoms per cell from formula = 364
  atoms counted on 3D tube: A 182, B 182, total 364
  count if gcd(n,m) replaced d_R = 364
Tube (9,0)
  n^2+nm+m^2 = 81
  2n+m = 18, 2m+n = 9
  gcd(n,m) = 9, d_R = 9
  T components (t1,t2) = (1,-2)
  |C| = 9.0000 a
  |T| from formula = 1.7321 a
  period measured on 3D tube = 1.7321 a
  hexagons per cell from formula = 18
  atoms per cell from formula = 36
  atoms counted on 3D tube: A 18, B 18, total 36
  count if gcd(n,m) replaced d_R = 36
Smallest rejected trial shift in (9,0) = 0.5774 a
Tubes tested (n = 1..10, m = 0..10) = 110
Largest period error over all tubes = 3.6e-15 a
success
```
